Finding a positron trapping rate from bulk, vacancy and mean lifetimes

**Question**

I am working on an exercise about vacancies in a thick n-type semiconductor layer. The positron lifetime is 160 ps in the perfect crystal and 235 ps in the vacancy, and the measured mean lifetime is 180 ps. I have to find the trapping rate κ with the two-state trapping model. The answer is supposed to be about 2.3×10⁹ s⁻¹.

My reasoning was that a free positron disappears either by annihilation, at rate 1/τ_b, or by trapping, at rate κ. So I set 1/τ_ave = 1/τ_b + κ. But 180 ps is longer than 160 ps, so this gives a negative κ. What is wrong? And once I have κ, what does it say about compensation by the vacancies?

**Answer**

Your sum of rates is right, but it is the rate at which positrons leave the free state. A trapped positron has left that state and is still alive. The mean lifetime counts the time spent in the vacancy too, so both states are needed.

**The model and the mean lifetime**

Let n_b(t) and n_v(t) be the probabilities that a positron is alive at time t in the bulk and in a vacancy. Write λ_b = 1/τ_b and λ_v = 1/τ_v. Assume one kind of vacancy, uniformly distributed, with no escape from it, and positrons that are thermal and free at t = 0 and stop far from any surface. Then

dn_b/dt = −(λ_b + κ) n_b,  n_b(0) = 1

dn_v/dt = κ n_b − λ_v n_v,  n_v(0) = 0.

The probability of being alive at all is N = n_b + n_v. Annihilations occur at the rate −dN/dt, so the mean age at annihilation is

τ_ave = ∫₀^∞ t (−dN/dt) dt = −[t N]₀^∞ + ∫₀^∞ N dt = ∫₀^∞ N dt.

The boundary term vanishes because N decays exponentially. The mean lifetime is therefore the mean time spent in the bulk, B = ∫n_b dt, plus the mean time spent in a vacancy, V = ∫n_v dt.

Both follow from integrating the rate equations from zero to infinity. The left sides become final value minus initial value:

0 − 1 = −(λ_b + κ) B, so B = 1/(λ_b + κ)

0 − 0 = κB − λ_v V, so V = κτ_v B.

Adding them gives

τ_ave = B + V = (1 + κτ_v)/(λ_b + κ).

Your formula amounts to keeping B and dropping V.

**Solving for the trapping rate**

Multiply by the denominator and collect the terms in κ:

τ_ave λ_b + τ_ave κ = 1 + κτ_v

κ(τ_v − τ_ave) = τ_ave λ_b − 1.

Since λ_b τ_b = 1, the right side equals λ_b(τ_ave − τ_b). Hence

κ = (1/τ_b) (τ_ave − τ_b)/(τ_v − τ_ave).

With your numbers, 1/τ_b = 6.25×10⁹ s⁻¹ and

κ = 6.25×10⁹ s⁻¹ × (180 − 160)/(235 − 180)
 = 6.25×10⁹ s⁻¹ × 20/55
 = 2.27×10⁹ s⁻¹,

which rounds to the value you were given.

The solution is unique, because the derivative

dτ_ave/dκ = [τ_v(λ_b + κ) − (1 + κτ_v)]/(λ_b + κ)² = λ_b(τ_v − τ_b)/(λ_b + κ)²

is positive when τ_v > τ_b. As κ runs from zero to infinity, τ_ave rises from τ_b to τ_v. A mean lifetime outside that interval cannot be described by this model.

**How many positrons are trapped**

The fraction that annihilates in vacancies is

η = λ_v V = κB = κ/(λ_b + κ).

Splitting the formula for τ_ave into its two terms, and using 1 = λ_b τ_b in the first, gives

τ_ave = (1 − η)τ_b + ητ_v, so η = (τ_ave − τ_b)/(τ_v − τ_b) = 20/75 = 0.267.

About 27% of the positrons end in a vacancy.

This also shows the two limits. For κ ≪ λ_b, η ≈ κ/λ_b, and the rise τ_ave − τ_b is proportional to κ. Using that linear law here would give κ ≈ λ_b η, which is too small by the factor 1 − η = 0.73. For κ ≫ λ_b nearly every positron is trapped and τ_ave approaches τ_v. The denominator τ_v − τ_ave then shrinks, and once it is comparable with the measurement error, the data give little more than a lower limit on κ. With your lifetimes and an error of 1 ps in τ_ave, κ = 10λ_b can still be found to within 20%, but at κ = 70λ_b the allowed range already runs from about 35λ_b to 1300λ_b. From κ = 74λ_b on, where τ_v − τ_ave = 75 ps/(1 + κ/λ_b) has fallen to 1 ps, the upper limit is lost.

**Where your sum of rates does appear**

The bulk equation gives n_b = exp(−t/τ₁), with

1/τ₁ = λ_b + κ, so τ₁ = 117 ps.

This is the relation you wrote, with τ₁ in place of τ_ave. To find n_v, multiply its equation by exp(λ_v t):

d/dt [n_v exp(λ_v t)] = κ exp[−(λ_b + κ − λ_v)t].

Integrating from zero and multiplying by exp(−λ_v t),

n_v = I₂ [exp(−t/τ_v) − exp(−t/τ₁)],  I₂ = κ/(λ_b + κ − λ_v).

Therefore

N = I₁ exp(−t/τ₁) + I₂ exp(−t/τ_v),  I₁ = 1 − I₂.

With λ_v = 4.26×10⁹ s⁻¹ the intensities are I₁ = 0.467 and I₂ = 0.533. The weighted mean, 0.467 × 117 ps + 0.533 × 235 ps, is again 180 ps within rounding.

Note that I₂ is 53%, while the trapped fraction η is 27%. The exponential with lifetime τ_v is not the whole vacancy signal: n_v also contains a negative term in exp(−t/τ₁), because the vacancies start empty and have to fill. If your spectrum can be resolved into two components, a short lifetime that differs from 117 ps by more than the errors allow would show that the model or one of its input lifetimes is wrong. An error of 1 ps in the mean lifetime alone moves the predicted value by about 2 ps. Agreement does not prove the model, however: shallow traps, described below, can leave the short lifetime almost unchanged when both lifetimes are fitted freely.

**How accurate is κ?**

Take the logarithm of the result:

ln κ = −ln τ_b + ln(τ_ave − τ_b) − ln(τ_v − τ_ave).

Differentiating with respect to one lifetime while the other two are held fixed gives the relative change of κ per picosecond:

for τ_ave: 1/20 + 1/55 = +6.8%

for τ_b: −1/160 − 1/20 = −5.6%

for τ_v: −1/55 = −1.8%.

Mean lifetimes of 179 and 181 ps would give 2.12×10⁹ and 2.43×10⁹ s⁻¹. Two significant figures are thus all that an error of 1 ps allows.

**From trapping to compensation**

For well-separated vacancies the trapping rate is proportional to their density c_v:

κ = μ c_v/N_at.

Here N_at is the atomic density and μ the trapping coefficient, which the lifetimes do not supply. I take round values, μ = 3×10¹⁵ s⁻¹ and N_at = 9×10²² cm⁻³, roughly suited to negative gallium vacancies in gallium nitride at 300 K. Then

c_v = κN_at/μ = (2.27×10⁹ × 9×10²²)/(3×10¹⁵) cm⁻³ = 6.8×10¹⁶ cm⁻³.

If each vacancy is an acceptor of charge −3, it takes three electrons from the donors. The compensated electron density is 3c_v = 2.0×10¹⁷ cm⁻³. This needs a Fermi level high enough to keep the vacancy in that charge state, and it leaves out every other acceptor.

The density inherits the uncertainty of μ. At fixed κ, doubling μ gives 3.4×10¹⁶ cm⁻³ and halving it gives 1.4×10¹⁷ cm⁻³, a far larger change than 1 ps in the mean lifetime produces.

**What the two-state model leaves out**

Negative ions can hold positrons weakly in extended orbits, where they annihilate with nearly the bulk lifetime. Let such shallow traps capture at rate κ_s and release at rate δ_s, and let S be the mean time spent in them. Integrating the rate equations as before,

0 = κ_s B − (λ_b + δ_s)S

−1 = −(λ_b + κ + κ_s)B + δ_s S.

The first gives S = κ_s B/(λ_b + δ_s). Put this into the second and define

κ_s′ = κ_s λ_b/(λ_b + δ_s).

Then B = 1/(λ_b + κ + κ_s′) and S = κ_s′τ_b B, while V = κτ_v B still holds. The sum B + S + V is

τ_ave = (1 + κ_s′τ_b + κτ_v)/(λ_b + κ + κ_s′),

and solving for κ as before gives

κ = (λ_b + κ_s′)(τ_ave − τ_b)/(τ_v − τ_ave).

The release rate follows from detailed balance. For one positron and one trap in a volume Ω, the capture rate is μ/(N_at Ω). In equilibrium the ratio of trapped to free probability is exp(E/k_BT)/(Ω n_Q), where E is the binding energy of a single bound level and n_Q = (m k_BT/2πħ²)^(3/2). The spin factors cancel. Equal flows in and out require

δ = (μ/N_at) n_Q exp(−E/k_BT).

For the free positron mass at 300 K, n_Q = 1.255×10¹⁹ cm⁻³ and k_BT = 0.0259 eV. Choose 10¹⁷ cm⁻³ shallow traps with E = 0.10 eV and the same μ. Then κ_s = 3.33×10⁹ s⁻¹, δ_s = 8.74×10⁹ s⁻¹ and κ_s′ = 1.39×10⁹ s⁻¹. The same three lifetimes now imply κ = 2.78×10⁹ s⁻¹, which is 22% above the two-state value, and c_v = 8.3×10¹⁶ cm⁻³. The size of the shift depends on the mass and the levels assumed. At the same binding energy and capture rate, an effective mass of 1.5 free masses would speed up the release and reduce the shift to 15%. In a hydrogen-like orbit, however, the binding energy is proportional to the mass. With 0.15 eV instead of 0.10 eV the release would be slower than for the free mass, and the shift would be 39%. Excited levels of the extended orbits, left out here, would also slow the release and enlarge the shift: with the free mass, E = 0.10 eV, the same capture rate and hydrogen-like levels up to the second shell, it would be 25%. Higher shells cannot simply be added, because at this trap density their orbits reach into the space of neighbouring traps. Ignoring shallow traps that have the bulk lifetime, as assumed here, makes the vacancy density look too low.

Escape from the vacancy itself is negligible if its binding energy is about 1 eV: the same formula gives 7×10⁻⁶ s⁻¹, against an annihilation rate of 4.26×10⁹ s⁻¹.

A positron also needs a few picoseconds to slow down. Suppose trapping starts only at t₀. A fraction exp(−λ_b t₀) survives until then and has a further mean lifetime τ*, so

τ_ave = τ_b[1 − exp(−λ_b t₀)] + τ* exp(−λ_b t₀)

τ* − τ_b = (τ_ave − τ_b) exp(λ_b t₀).

It is τ* that belongs in the two-state formula. For t₀ = 3 ps this raises κ by 2.6%, to 2.33×10⁹ s⁻¹.

**Comparison with a real layer**

Your bulk and vacancy lifetimes are roughly those associated with gallium nitride and its gallium vacancy, so the example lies in a realistic regime. The shallow-trap density is my choice, and the 22% shift belongs to that choice. Real vacancies may also be bound to impurities. A gallium vacancy paired with an oxygen donor has charge −2, so the pair takes two electrons from the other donors. The third electron comes from the oxygen inside the pair. Counted against all donors, including that oxygen, the loss is therefore still three electrons per vacancy; counted against the remaining donors only, it is two. In a thin device layer, positrons can also reach the surface or the substrate. The mean lifetime then contains contributions that this model does not describe, and κ should not be extracted from it in this way.

Numbers in the example were calculated in double precision.
